# Spherical Fourier truncation of a ball's step function: Pinsky versus Gibbs

## Problem

In the LAPW method space is divided into muffin-tin spheres and an interstitial region, and the interstitial step function $\Theta$ is carried as a Fourier expansion up to a cutoff $G$ in the length of the wave vector. Take one isolated sphere of radius $R$, with indicator $\chi(\mathbf r)=1$ for $r<R$ and $0$ for $r>R$, so that $\Theta=1-\chi$. Lengths are in bohr. With

$$\hat\chi(\mathbf k)=\int\chi\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r,\qquad S_G(\mathbf r)=\frac{1}{(2\pi)^3}\int_{|\mathbf k|<G}\hat\chi\,e^{i\mathbf k\cdot\mathbf r}\,d^3k,$$

(a) find $S_G(0)$ in closed form; (b) decide whether it converges as $G\to\infty$; (c) find $S_G(r)$ for all $r$ and compare it with Gibbs ringing in one dimension; (d) evaluate the results for the round model values $R=2.5$ bohr (1.3229 Å) and $G=12$ and $13$ bohr$^{-1}$ (22.677 and 24.566 Å$^{-1}$).

## First estimate by scaling

$S_G(0)$ is dimensionless and depends on $G$ and $R$ alone, so it is a function of $X=GR$.

The quickest guess borrows from one dimension. There a jump gives a transform falling as $1/k$ and oscillating, as seen from a point at distance $\ell$ from the jump, with phase $k\ell$. An integral $\int^G a(k)\cos(k\ell)\,dk$ with slowly varying $a$ has, by parts, the endpoint term $a(G)\sin(G\ell)/\ell$, so the error is of order $1/(G\ell)$. The centre is the point of the ball farthest from the jump, $\ell=R$, and the guess is an error of order $1/X=1/30$.

A better estimate counts powers in $d$ dimensions. Take $\mathbf k$ along $z$. Since $e^{-ikz}=\partial_z(i e^{-ikz}/k)$, the divergence theorem turns $\hat\chi$ into $i/k$ times the surface integral of $n_z e^{-ikz}$. On the sphere the phase $kz$ varies rapidly except near the poles, where $|z|\simeq R-s^2/2R$ at distance $s$ from the axis. The phase stays within a radian for $s\lesssim\sqrt{R/k}$, a cap of area $(R/k)^{(d-1)/2}$. Hence $\hat\chi\sim R^{(d-1)/2}k^{-(d+1)/2}$ times an oscillation of phase $kR$. At the centre all directions of $\mathbf k$ contribute alike, so the shell volume $k^{d-1}dk$ enters in full, $a(k)\sim R^{(d-1)/2}k^{(d-3)/2}$, and the endpoint term $a(G)/R$ is

$$|S_G(0)-1|\sim X^{(d-3)/2}.$$

For $d=1$ this is the quick guess; for $d=3$ it is of order one and does not decay. Away from the centre the average of $e^{i\mathbf k\cdot\mathbf r}$ over directions falls as $1/(kr)$ in three dimensions, which suggests an error of order $1/(Gr)$ at a fixed point off the centre and off the surface, once $r\gg1/G$. The scaling gives neither prefactor nor phase.

## Exact solution

### The centre

With $t$ the cosine of the angle between $\mathbf k$ and $\mathbf r$, the angular average of a plane wave is $\tfrac12\int_{-1}^{1}e^{\pm ikrt}dt=\sin(kr)/(kr)\equiv j_0(kr)$. Therefore

$$\hat\chi(k)=4\pi\int_0^R r^2\,\frac{\sin kr}{kr}\,dr=\frac{4\pi}{k^3}\int_0^{kR}z\sin z\,dz=\frac{4\pi}{k^3}\,(\sin kR-kR\cos kR),$$

using $z=kr$ and $\int z\sin z\,dz=\sin z-z\cos z$. As $\hat\chi$ is isotropic, the same average applies in $\mathbf k$ space, with the prefactor $4\pi/(2\pi)^3=1/2\pi^2$:

$$S_G(r)=\frac{1}{2\pi^2}\int_0^G k^2\hat\chi\,j_0(kr)\,dk=\frac{2}{\pi}\int_0^G\frac{\sin kR-kR\cos kR}{k}\,j_0(kr)\,dk .\tag{1}$$

At $r=0$, $j_0=1$; with $x=kR$, $dk/k=dx/x$, and $\mathrm{Si}(x)=\int_0^x(\sin t/t)\,dt$,

$$S_G(0)=\frac2\pi\int_0^X\Big(\frac{\sin x}{x}-\cos x\Big)dx=\frac{2}{\pi}\big(\mathrm{Si}\,X-\sin X\big)\equiv F(X).\tag{2}$$

### No limit

The Dirichlet integral gives $\mathrm{Si}(\infty)=\pi/2$. One integration by parts bounds the approach for $x>0$:

$$\frac\pi2-\mathrm{Si}\,x=\int_x^\infty\frac{\sin t}{t}dt=\frac{\cos x}{x}-\int_x^\infty\frac{\cos t}{t^2}dt,\qquad\Big|\frac\pi2-\mathrm{Si}\,x\Big|\le\frac1x+\frac1x=\frac2x.\tag{3}$$

Inserted in (2), this gives $|F(X)-1+\tfrac2\pi\sin X|\le 4/(\pi X)$. Along $X=(2m-\tfrac12)\pi$, where $\sin X=-1$, $F\to1+2/\pi$; along $X=(2m+\tfrac12)\pi$, $F\to1-2/\pi$; and since $|\sin X|\le1$ these are the upper and lower limits. The centre value has no limit. It oscillates about the correct value 1, with lower and upper limits $0.363380$ and $1.636620$ as $G\to\infty$ and asymptotic period $2\pi/R$ in $G$, although $\chi$ is constant in a whole neighbourhood of the point. This is the Pinsky phenomenon.

The extrema follow from $F'=\tfrac2\pi(\sin x/x-\cos x)=0$, that is $\tan x=x$, with one root $x_n$ in each interval $(n\pi,(n+\tfrac12)\pi)$, $n\ge1$. Continuing (3) by parts, $\int_x^\infty\cos t/t^2\,dt=-\sin x/x^2+2\int_x^\infty\sin t/t^3\,dt$ and $\int_x^\infty\sin t/t^3\,dt=\cos x/x^3+O(x^{-4})$, so

$$F=1-\frac2\pi\Big[\sin x+\frac{\cos x}{x}+\frac{\sin x}{x^2}-\frac{2\cos x}{x^3}+O(x^{-4})\Big].$$

At a root $\cos x=\sin x/x$, which makes the bracket $\sin x\,(1+2/x^2)+O(x^{-4})$, and $\sin x_n=(-1)^n x_n/\sqrt{1+x_n^2}=(-1)^n(1-1/2x_n^2+\dots)$. Hence

$$F(x_n)=1-(-1)^n\frac2\pi\Big(1+\frac{3}{2x_n^2}+O(x_n^{-4})\Big).$$

At large $n$ the extrema lie slightly outside the limiting band and settle onto it.

### The whole profile

For $r>0$ write $j_0=\sin kr/(kr)$ in (1) and note that $\dfrac{d}{dk}\Big(-\dfrac{\sin kR}{k}\Big)=\dfrac{\sin kR-kR\cos kR}{k^2}$. Integrating by parts,

$$S_G(r)=\frac{2}{\pi r}\Big\{\Big[-\frac{\sin kR\,\sin kr}{k}\Big]_0^G+r\int_0^G\frac{\sin kR\cos kr}{k}\,dk\Big\}.$$

The boundary term vanishes at $k=0$, where it behaves as $kRr$. With $2\sin kR\cos kr=\sin k(R+r)+\sin k(R-r)$,

$$S_G(r)=\frac1\pi\big[\mathrm{Si}\,G(R+r)+\mathrm{Si}\,G(R-r)\big]-\frac2\pi\sin(GR)\,j_0(Gr).\tag{4}$$

For $r\to0$ this returns (2). The first term is the one-dimensional problem itself: the interval $|x|<R$ has transform $2\sin(kR)/k$, and $\tfrac1{2\pi}\int_{-G}^{G}(2\sin kR/k)e^{ikx}dk=\tfrac2\pi\int_0^G(\sin kR\cos kx/k)\,dk$ is the same integral. The three-dimensional result is Gibbs ringing plus one extra term, a spike of height $-\tfrac2\pi\sin GR$ at the centre whose first zero lies at $r=\pi/G$.

For fixed $r>0$, $r\ne R$, apply (3) to both sine integrals ($\mathrm{Si}$ is odd, so they add to $\pi$ inside and cancel outside) and use $|j_0(Gr)|\le1/(Gr)$:

$$|S_G(r)-\chi(r)|\le\frac{2}{\pi G}\Big[\frac1{R+r}+\frac1{|R-r|}+\frac1r\Big].\tag{5}$$

On the surface $S_G(R)=\tfrac1\pi\mathrm{Si}\,2X-\tfrac2\pi\sin^2X/X\to\tfrac12$. The centre is thus the only point without a limit.

The two poles of (5) mark the two effects. Near the surface, $\mathrm{Si}\,G(R-r)$ has its first maximum where $\sin x/x$ first vanishes, at $r=R-\pi/G$, and there $S_G\to\tfrac12+\mathrm{Si}(\pi)/\pi=\tfrac12+1.851937/\pi=1.089490$, the other terms being $O(1/X)$. The Gibbs overshoot, 0.0895 of the jump, has a limiting height and moves into the discontinuity, so each fixed point near the surface is eventually left behind and converges. The Pinsky spike also narrows as $1/G$, but it sits on a fixed point, a distance $R$ from the discontinuity, and its height changes sign with $G$, with amplitude 0.6366 of the jump.

### Why the centre

Exchanging the two integrals gives $S_G(\mathbf r_0)=\int\chi(\mathbf r)D_G(|\mathbf r-\mathbf r_0|)\,d^3r$, where $D_G$ is $(2\pi)^{-3}$ times the transform of a ball of radius $G$:

$$D_G(s)=\frac{\sin Gs-Gs\cos Gs}{2\pi^2s^3},\qquad\int_0^\rho s^2D_G\,ds=\frac{1}{2\pi^2}\int_0^{G\rho}\Big(\frac{\sin x}{x}-\cos x\Big)dx=\frac{F(G\rho)}{4\pi}.$$

This holds for any bounded body. If each ray from $\mathbf r_0$ leaves the body once, at distance $\rho(\Omega)$, polar coordinates about $\mathbf r_0$ give

$$S_G(\mathbf r_0)=\langle F(G\rho(\Omega))\rangle_\Omega ,\tag{6}$$

the mean over directions. Each direction carries the undamped oscillation $-\tfrac2\pi\sin G\rho$. At the centre of a ball $\rho=R$ throughout and the oscillations add in phase: the surface focuses its ringing there. Where $\rho$ varies with direction, the oscillations differ in phase and can cancel.

A cube of half-side $b$, seen from its centre, makes this quantitative. Put $u=\rho/b\in[1,\sqrt3]$, $X=Gb$, and let $p(u)$ be the density of $u$ over directions. On one face $\cos\theta=1/u$, so $\sin\theta\,d\theta=du/u^2$. The circle of fixed $u$ has radius $b\tau$, $\tau=\sqrt{u^2-1}$; it lies inside the face for $\tau\le1$, and beyond that each of four edges removes an angle $2\arccos(1/\tau)$. With six faces and the norm $1/4\pi$,

$$p(u)=\frac{3}{u^2}\ \ (u\le\sqrt2),\qquad p(u)=\frac{3}{u^2}\Big(1-\frac4\pi\arccos\frac1\tau\Big)\ \ (u\ge\sqrt2).$$

This is continuous, has $p(1)=3$, $p(\sqrt3)=0$, and an integrable derivative. By parts, $\langle\sin Xu\rangle=3\cos X/X+X^{-1}\int p'\cos Xu\,du$, and the last integral tends to zero by the Riemann–Lebesgue lemma. The sine integral contributes $\langle\cos(Xu)/(Xu)\rangle+O(X^{-2})$, which the same integration by parts shows to be $O(X^{-2})$. So the cube centre has $1-(6/\pi)\cos X/X+o(1/X)$ and converges under the same spherical cutoff.

### What does converge for the ball

*Averaged cutoff.* Averaging $S_g$ over $0<g<G$ weights the mode $k$ by the fraction of cutoffs above it, $1-k/G$. With $\int_0^X\mathrm{Si}\,x\,dx=X\,\mathrm{Si}\,X+\cos X-1$ (by parts) and $\int_0^X\sin x\,dx=1-\cos X$,

$$C(X)=\frac1X\int_0^XF\,dx=\frac2\pi\Big[\mathrm{Si}\,X-\frac{2(1-\cos X)}{X}\Big]\to1 .$$

*Mean square.* By Parseval's theorem

$$\|S_G-\chi\|^2=\frac{1}{2\pi^2}\int_G^\infty k^2\hat\chi^2\,dk=8R^3\int_X^\infty\frac{(\sin x-x\cos x)^2}{x^4}\,dx .$$

The leading part of the integrand is $\cos^2x/x^2=(1+\cos2x)/2x^2$, whose smooth half integrates to $1/2X$. The $\cos2x$ half is $O(X^{-2})$ by parts, and the remaining terms are bounded by $x^{-3}$ and $x^{-4}$. Thus $\|S_G-\chi\|^2=(4R^2/G)(1+O(1/X))$.

*Smooth probes.* The normalized Gaussian $(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ has transform $e^{-k^2/4\alpha}$, so its average of $S_G$ is $\langle S\rangle=\tfrac1{2\pi^2}\int_0^Gk^2\hat\chi\,e^{-k^2/4\alpha}dk$, and $\langle\chi\rangle$ is the same integral to infinity. In real space, with $y=\sqrt\alpha R$, $\langle\chi\rangle=\tfrac4{\sqrt\pi}\int_0^ys^2e^{-s^2}ds=\operatorname{erf}y-2ye^{-y^2}/\sqrt\pi$, by parts. Since $k^2|\hat\chi|\le4\pi(R+1/k)$, the missing tail carries the factor $e^{-G^2/4\alpha}$: the spike is invisible for $4\alpha\ll G^2$. For a different reason the overlap matrix is unaffected: an interstitial overlap element between plane waves $\mathbf K$ and $\mathbf K'$ is the single coefficient $\Theta_{\mathbf K-\mathbf K'}$, known in closed form, and no partial sum is involved. The spike appears when $\Theta$ is synthesized in real space with a sharp spherical cutoff. Matrix elements of the potential, in which $\Theta$ multiplies $V$, are not treated here.

## Numbers

For $G=12$ bohr$^{-1}$, $X=30$, $\mathrm{Si}\,X=1.566757$ and $\sin X=-0.988032$:

$$S(0)=0.636620\times(1.566757+0.988032)=1.626429,\qquad\Theta(0)=1-S(0)=-0.626429 .$$

For $G=13$ bohr$^{-1}$, $X=32.5$, $\mathrm{Si}\,X=1.555599$ and $\sin X=0.883870$:

$$S(0)=0.636620\times(1.555599-0.883870)=0.427636,\qquad\Theta(0)=+0.572364 .$$

The true $\Theta(0)$ is zero. This change of one bohr$^{-1}$ covers much of the swing because it is not far from half the period $2\pi/R=2.5133$ bohr$^{-1}$ and because $X=30$ and $32.5$ happen to lie near a maximum and the following minimum; the same step placed symmetrically about an extremum would leave $S(0)$ almost unchanged. The neighbouring extrema, located by numerical minimization of a Gauss–Legendre quadrature of (1), have heights 1.637687 at $x_9=29.81160$ and 0.362506 at $x_{10}=32.95639$; the asymptotic formula gives 1.637694 and 0.362501. At $x_1=4.49341$ it gives 1.683915 against 1.675387. The same quadrature at $X=6281.61$ and $6284.76$ (the two sequences with $m=1000$) yields 1.636620 and 0.363380.

The profile, again from quadrature of (1):

| $G$ (bohr$^{-1}$) | $S(0)$ | $S(R/2)$ | $S(R-\pi/G)$ | $S(R)$ |
|---|---|---|---|---|
| 12 | 1.62643 | 1.03851 | 1.10727 | 0.48436 |
| 120 | 1.63652 | 0.99601 | 1.09110 | 0.49841 |
| 1200 | 0.86067 | 1.00009 | 1.08955 | 0.49994 |

The last three columns approach 1, 1.089490 and 1/2; the first follows $1-\tfrac2\pi\sin GR$. At $r=\pi/G=0.2618$ bohr for $G=12$ bohr$^{-1}$ the spike term vanishes and $S=1.00258$.

The cube, from two-dimensional Gauss–Legendre quadrature of (6) over a face, gives 1.00024 at $X=30$ and 0.96199 at $X=32.5$. The leading formula gives 0.99018 and 0.97251, so at these $X$ the remainder, about 0.010 in each case, is not small against the leading deviation from 1. At $X=400$ the values are 1.00265 and 1.00251, while the ball has 1.54255.

At $G=12$ and $13$ bohr$^{-1}$ the averaged cutoff gives $C=0.96153$ and $0.96947$. The squared $L^2$ error, computed as the volume $V=65.4498$ bohr$^3$ minus the quadrature of $k^2\hat\chi^2/2\pi^2$ up to $G$, is 2.09580 and 1.89972 bohr$^3$, against $4R^2/G=2.08333$ and $1.92308$ bohr$^3$. Radial quadrature of (4) against Gaussians at $G=12$ bohr$^{-1}$ gives $\langle S\rangle=\langle\chi\rangle=0.994147$ for $\alpha=1$ bohr$^{-2}$, where $e^{-G^2/4\alpha}=2.3\times10^{-16}$, and $\langle S\rangle=1.439143$ against $\langle\chi\rangle=1.000000$ for $\alpha=100$ bohr$^{-2}$, where the factor is 0.698.

### The crystal series

A crystal has a sum in place of the integral. For non-overlapping spheres, one per cell of volume $\Omega_c$, integrating over a cell gives $\chi_{\rm per}=\sum_{\mathbf K}(\hat\chi(K)/\Omega_c)e^{i\mathbf K\cdot\mathbf r}$. The proofs above do not cover its partial sums, and what follows is numerical evidence. Take a bcc lattice with $a=6$ bohr, $\Omega_c=108$ bohr$^3$, touching radius 2.5981 bohr, and $\mathbf K=(2\pi/a)(h,k,l)$ with $h+k+l$ even. Direct summation at the centre gives 1.65765 for $G=12$ bohr$^{-1}$ (3103 vectors) and 0.34131 for $G=13$ bohr$^{-1}$ (4093 vectors). Both follow the swing of $F$ but differ from it by 0.031 and 0.086, and both fall outside the band $1\pm2/\pi$. At the interstitial site $(a/2,0,0)$, where the phase is $(-1)^h$ and the true value is zero, the sums are 0.06769 and 0.04873.

For larger cutoffs the sum was accumulated shell by shell in $n=h^2+k^2+l^2$, which has the parity of $h+k+l$, and sampled at odd $n$, between occupied shells. For $G$ in 50–70 bohr$^{-1}$ the rms deviation of the centre sum from $F(GR)$ is 0.01340; in 500–520 bohr$^{-1}$ it is 0.00198, the centre sum ranges from 0.3626 to 1.6374, and the site sum stays within 0.00888 of zero. The rms falls by 6.76 while the window centre grows by $510/60=8.5$, somewhat more slowly than $1/G$. That the series shares the limits $1\pm2/\pi$ is here a conjecture consistent with these values.

## Comparison of estimate and solution

The quick guess describes one term of (2). At $X=30$ the Gibbs part $\tfrac2\pi\mathrm{Si}\,X$ is 0.99743, off by 0.0026, while the spike is $0.636620\times0.988032=0.6290$. The guess fails because it takes over the one-dimensional amplitude $a(k)\sim1/k$. In three dimensions the shell volume $k^2$ cancels the decay $k^{-2}$ of $\hat\chi$, so $a(k)$ does not fall off and each direction in (6) carries an undamped oscillation. At the centre of the ball these oscillations share one phase, so averaging over directions does not reduce them.

The power count has the right order in three dimensions; the exact solution supplies the prefactor $2/\pi$, the phase $-\sin GR$, and the shape $j_0(Gr)$, whose envelope is the estimated $1/(Gr)$. The exponent $(d-3)/2$ can be set against closed forms in other dimensions.

For $d=1$ the centre value is $\tfrac2\pi\mathrm{Si}\,X$, with error bounded by $4/(\pi X)$.

For $d=2$ the plane wave averages to $J_0(kr)$. From $(zJ_1)'=zJ_0$, $\hat\chi=2\pi\int_0^RrJ_0\,dr=2\pi RJ_1(kR)/k$, and with $J_0'=-J_1$, $S_G(0)=\tfrac{2\pi}{(2\pi)^2}\int_0^Gk\hat\chi\,dk=\int_0^XJ_1dx=1-J_0(X)$. The large-argument envelope of $J_0$ falls as $X^{-1/2}$.

For $d=5$ the polar weight is $\sin^3\theta\,d\theta=(1-t^2)\,dt$, of total $4/3$. By parts $\int_{-1}^1(1-t^2)\cos zt\,dt=\tfrac2z\int_{-1}^1t\sin zt\,dt=4(\sin z-z\cos z)/z^3$, so the average is $3(\sin z-z\cos z)/z^3$. The unit sphere has area $A=2\pi^{5/2}/\Gamma(\tfrac52)=8\pi^2/3$, and $3A^2/(2\pi)^5=2/3\pi$. With $z=kr$,

$$S_G(0)=\frac{2}{3\pi}\int_0^G\frac{dk}{k}\int_0^{kR}(z\sin z-z^2\cos z)\,dz .$$

Using $\int_0^xz^2\cos z\,dz=x^2\sin x+2x\cos x-2\sin x$, the inner integral is $3\sin x-3x\cos x-x^2\sin x$. Dividing by $x$ and integrating gives $3\,\mathrm{Si}\,X-3\sin X-(\sin X-X\cos X)$, so

$$S_G(0)=\frac2\pi\Big(\mathrm{Si}\,X-\frac43\sin X+\frac X3\cos X\Big),$$

an oscillation whose amplitude grows as $X$.

The exponents $-1,-\tfrac12,0,1$ agree with the estimate. The closed forms at $X=30$ and $32.5$ give 0.99743 and 0.99033 for $d=1$, 1.08637 and 0.86609 for $d=2$, 1.62643 and 0.42764 for $d=3$, and 2.81809 and 3.46589 for $d=5$. Three dimensions is the marginal case of the count, in which the oscillation neither decays nor grows.
